# Eigenchannel R-matrix method for an electron outside an ion core, part 1

(Sections cited here and not found follow in the second part.)

An electron moves outside an ion core that has $N$ states with energies $E_i$. In atomic units the radial channel functions $u_i(r)$, with $u_i(0)=0$, obey

$$-\tfrac12u_i''+\sum_jU_{ij}u_j=Eu_i,\qquad U_{ij}=\Big[\frac{l_i(l_i+1)}{2r^2}-\frac1r+E_i\Big]\delta_{ij}+V_{ij}(r),$$

where $V$ is real, symmetric and zero for $r\ge r_0$. For a column $\psi$ of channel functions the functional

$$b[\psi]=\frac{2\int_0^{r_0}\big(E\,\psi^T\psi-\tfrac12\psi'^T\psi'-\psi^TU\psi\big)\,dr}{\psi^T(r_0)\,\psi(r_0)}$$

is stationary exactly at those solutions whose channel components share one logarithmic derivative, $\psi'(r_0)=-b\,\psi(r_0)$. At any energy that is not a level of the box with a hard wall at $r_0$ there are $N$ of them, the eigenchannels, with surface values $Z_{i\alpha}$, and one diagonalization of a large matrix, followed by an $N\times N$ one at each energy, yields them. Writing them for $r\ge r_0$ as $u=fI-gJ$, with a Coulomb pair of Wronskian $2/\pi$ in each channel, gives

$$I=\frac\pi2W(u,g),\qquad J=\frac\pi2W(u,f),\qquad K=JI^{-1},\qquad W(a,b)=ab'-a'b .$$

$K$ is symmetric, does not depend on $r_0$, and contains no Rydberg structure. It may have poles. The object without poles at real energy is $S=(I+iJ)(I-iJ)^{-1}$. Built from the Coulomb pair that is entire in the energy, this matrix is analytic through every threshold, and, when no narrow resonance is confined inside $r_0$, interpolating its values at a few energies gives the phase shifts, the bound levels and the resonance widths.

## A free particle and two functions

Take one channel with $U=0$, $E=k^2/2$ and $x=kr_0$. The solution $\sin kr$ has

$$r_0b_{\rm ex}=-x\cot x=-1+\frac{x^2}{3}+\frac{x^4}{45}+\dots$$

Put $t=r/r_0$. In terms of $t$ the numerator of $b$ is $r_0^{-1}\int_0^1(x^2\psi^2-\psi_t^2)\,dt$. For the single trial function $y_o=t$, which equals 1 on the surface, $\int t^2dt=\tfrac13$ and $\int1\,dt=1$, so $r_0b=-1+x^2/3$. A straight line differs from $\sin kr$ at relative order $x^2$, yet $b$ is wrong only at order $x^4$.

Add $y_c=t(1-t)$, which vanishes on the surface, and let $\psi=c_oy_o+c_cy_c$. The integrals are $\int y_c^2=\tfrac1{30}$, $\int y_cy_o=\tfrac1{12}$, $\int y_c'^2=\int(1-2t)^2=\tfrac13$ and $\int y_c'y_o'=\int(1-2t)=0$. The numerator is the quadratic form $c^T\Gamma c$ with

$$r_0\Gamma_{oo}=\frac{x^2}3-1,\qquad r_0\Gamma_{co}=\frac{x^2}{12},\qquad r_0\Gamma_{cc}=\frac{x^2-10}{30},$$

and the denominator is $c_o^2$. The denominator does not contain $c_c$, so stationarity in $c_c$ means $\Gamma_{cc}c_c+\Gamma_{co}c_o=0$. Inserting $c_c=-\Gamma_{co}c_o/\Gamma_{cc}$ gives $b=\Gamma_{oo}-\Gamma_{co}^2/\Gamma_{cc}$, that is

$$r_0b=-1+\frac{x^2}3+\frac{5x^4}{24\,(10-x^2)} .$$

Three features carry over to the general case. First, $b$ has a pole at $x^2=10$, the variational energy of $y_c$ in a box with a hard wall at $r_0$; the exact pole is at $x^2=\pi^2$, where $\sin kr_0=0$. Second, below the poles the new term is positive and begins with $x^4/48$, less than the exact $x^4/45$, so $b$ has risen toward the exact value. Third, this one-sidedness fails for $\pi^2<x^2<10$, where $b_{\rm ex}$ has jumped to negative values while the approximation is large and positive.

The outer pair for a free particle is $f=\sqrt{2/\pi k}\,\sin kr$, $g=-\sqrt{2/\pi k}\,\cos kr$, with $W(f,g)=2/\pi$. Then $f-gK\propto\sin kr+K\cos kr$, so $K=\tan\delta$. With $u=1$ and $u'=-b$ one has $W(u,f)=f'+bf$ and $W(u,g)=g'+bg$, so

$$K=\frac{k\cos x+b\sin x}{k\sin x-b\cos x}.$$

Set $b=-k\cot x-\Delta$. The numerator becomes $-\Delta\sin x$ and the denominator $k/\sin x+\Delta\cos x$, so $K\approx-\Delta\sin^2x/k$. The exact $b$ gives $K=0$ at all $x$, including $x=\pi$: the pole of $b$ belongs to the box and disappears in the matching. The two-function value has $r_0\Delta=x^4(\tfrac1{45}-\tfrac1{48})=x^4/720$ and $K\approx-x^5/720$ at leading order in $x$, so the incomplete basis acts as a weak repulsion.

## The functional for coupled channels

Write $b=\mathcal N/\mathcal D$ and let $\psi\to\psi+\delta$ with $\delta(0)=0$ and $\delta(r_0)$ free. Because $U$ is symmetric, the first-order change of the numerator is $4\int(E\delta^T\psi-\tfrac12\delta'^T\psi'-\delta^TU\psi)\,dr$. Integrating the middle term by parts,

$$\delta\mathcal N=4\int_0^{r_0}\delta^T\big(E\psi+\tfrac12\psi''-U\psi\big)dr-2\,\delta^T(r_0)\psi'(r_0),\qquad\delta\mathcal D=2\,\delta^T(r_0)\psi(r_0).$$

Stationarity is $\delta\mathcal N-b\,\delta\mathcal D=0$. Variations that vanish on the surface force the coupled equations, and the remaining surface term $-2\delta^T(\psi'+b\psi)$ forces $\psi'(r_0)=-b\psi(r_0)$. The converse follows by reading the same lines backward. The first-derivative form of the kinetic energy equals the second-derivative form plus a surface term, $\tfrac12\int\psi'^T\psi'=-\tfrac12\int\psi^T\psi''+\tfrac12\psi^T\psi'|_{r_0}$. The surface term is the Bloch operator $L$, which makes $H+L$ symmetric on functions that do not vanish at $r_0$.

The form $\mathcal N-b\mathcal D$ at fixed exact $b$ is quadratic; it vanishes at the exact $\psi$ and has no linear term there. Hence, with $Z=\psi(r_0)$ of unit length,

$$b[\psi+\eta\delta]-b=\frac{\eta^2\,(\mathcal N[\delta]-b\,\mathcal D[\delta])}{1+2\eta\,Z^T\delta(r_0)+\eta^2\mathcal D[\delta]},$$

and the error in $b$ is of second order in the error of the function. Stationarity also means that the change of $\psi$ with $E$ does not contribute to $db/dE$, so only the explicit $E$ counts:

$$\frac{db}{dE}=\frac{2\int_0^{r_0}\psi^T\psi\,dr}{\psi^T(r_0)\psi(r_0)}>0 .$$

Each $b$ rises with energy between poles, and steeply where the surface amplitude is small compared with the amplitude inside.

## Basis, partition and one diagonalization

Expand $\psi=\sum_kc_ky_k$, each $y_k$ living in one channel. Then $\mathcal N=c^T\Gamma c$ and $\mathcal D=c^T\Lambda c$, with $\Gamma=2(EO-\mathcal H)$, $O$ the overlap matrix, $\mathcal H$ the matrix of $H+L$, and $\Lambda_{kl}=y_k^T(r_0)y_l(r_0)$. Stationarity gives $\Gamma c=b\Lambda c$. As in the example, use closed-type functions ($c$), which vanish at $r_0$, and one open-type function ($o$) per channel, equal to 1 at $r_0$. Then $\Lambda_{oo}=1$, all other blocks of $\Lambda$ vanish, and the equations read

$$\Gamma_{cc}c_c+\Gamma_{co}c_o=0,\qquad\Gamma_{oc}c_c+\Gamma_{oo}c_o=b\,c_o .$$

Solving the first for $c_c$ leaves an $N\times N$ symmetric problem,

$$\Omega Z_\alpha=b_\alpha Z_\alpha,\qquad\Omega=\Gamma_{oo}-\Gamma_{oc}\Gamma_{cc}^{-1}\Gamma_{co},$$

whose eigenvectors $c_o=Z_\alpha$ are the surface values. In matrix form $u=Z$ and $u'=-Zb=-\Omega u$ with $b$ diagonal, and the R matrix defined by $u=Ru'$ is $R=-Zb^{-1}Z^T$.

The inverse needs no work at each energy. Solve $\mathcal H_{cc}X_\lambda=E_\lambda O_{cc}X_\lambda$ once, with $X^TO_{cc}X=1$. Then $X^T\Gamma_{cc}X=\mathrm{diag}\,2(E-E_\lambda)$, so

$$\Omega=\Gamma_{oo}-\sum_\lambda\frac{w_\lambda w_\lambda^T}{2(E-E_\lambda)},\qquad w_\lambda=\Gamma_{oc}X_\lambda .$$

The $E_\lambda$ are the hard-wall levels of the box. Near a nondegenerate one a single $b_\alpha$ diverges. That eigenchannel, divided by $b_\alpha$, tends to $u=0$, $u'=-Z_\alpha$, and rescaling a column of $I$ and $J$ together leaves $JI^{-1}$ unchanged.

The one-sided convergence of the example is general. Add one closed-type function $d$. Eliminating the old closed block first leaves on $(d,o)$ a matrix with entries $p=\Gamma_{dd}-\Gamma_{dc}\Gamma_{cc}^{-1}\Gamma_{cd}$, a column $v$, and the old $\Omega$; eliminating $d$ gives $\Omega_{\rm new}=\Omega-vv^T/p$. The enlarged closed block is congruent to $\mathrm{diag}(\Gamma_{cc},p)$, and congruence keeps the number of positive eigenvalues, which by the diagonal form above is the number of $E_\lambda$ below $E$. If that number does not change, then $p<0$, the matrix $\Omega_{\rm new}-\Omega$ is positive semidefinite, and by the min–max principle no ordered $b_\alpha$ falls. For nested bases that become complete, $b_\alpha\le b_\alpha^{\rm exact}$ once the count of box levels below $E$ has reached its exact value, and not necessarily before.

## The Coulomb pair that is entire in the energy

For $r\ge r_0$ each channel obeys $u''=[l(l+1)/r^2-2/r-e]u$ with $e=2(E-E_i)$. Insert $f_0=N_lr^{l+1}\sum a_nr^n$ with $a_0=1$. The power $r^{n+l-1}$ gives $[(n+l+1)(n+l)-l(l+1)]a_n=-2a_{n-1}-ea_{n-2}$, or

$$n(n+2l+1)\,a_n=-2a_{n-1}-e\,a_{n-2},\qquad N_l=\frac{2^{l+1}}{(2l+1)!},$$

where $N_l$ is a choice that pays off below. The second solution has the form $\pi g_0=\alpha f_0\ln2r+r^{-l}\sum d_nr^n$. Since $(f_0\ln2r)''=f_0''\ln2r+2f_0'/r-f_0/r^2$, the logarithmic terms cancel by the equation for $f_0$, and the power $r^{n-l-2}$ gives, with $m=n-2l-1$ and $a_m=0$ for $m<0$,

$$n\,m\,d_n=-2d_{n-1}-e\,d_{n-2}-\alpha N_l(2m+2l+1)\,a_m .$$

The Wronskian is constant, and at $r\to0$ it is $-(2l+1)N_ld_0/\pi$. Setting it to $2/\pi$ fixes $d_0=-(2l)!/2^l$. At $m=0$ the left side vanishes, which fixes $\alpha$. For $l=0$, $2\alpha=-2d_0$ gives $\alpha=1$. For $l=1$, $d_0=-1$, $d_1=-1$, $d_2=-(2+e)/2$, and $3N_1\alpha=2\alpha=-2d_2-ed_1$ gives $\alpha=1+e$. Both equal

$$A=\prod_{p=1}^{l}(1+p^2e).$$

The coefficient $d_{2l+1}$ is free, since it adds a multiple of $f_0$. If it is a polynomial in $e$, every coefficient is a polynomial in $e$; the divisors $n(n\pm(2l+1))$ make the series converge for all $r>0$ and uniformly for bounded $e$, so $f_0$ and $g_0$ are entire in the energy.

## The decaying and the outgoing solution

Below threshold put $e=-1/\nu^2$ and $z=2r/\nu$, so that $w_{zz}=[l(l+1)/z^2-\nu/z+\tfrac14]w$. With $w=z^{l+1}e^{-z/2}y$ and $q=(l+1)/z-\tfrac12$ one has $w_{zz}\propto y''+2qy'+(q'+q^2)y$ and $q'+q^2=l(l+1)/z^2-(l+1)/z+\tfrac14$, which leaves

$$zy''+(2l+2-z)y'-sy=0,\qquad s=l+1-\nu .$$

The integral $y=\int_0^\infty e^{-zt}\varphi\,dt$ with $\varphi=t^{s-1}(1+t)^{l+\nu}$ solves it for $s>0$. The left side is $\int e^{-zt}[zt(t+1)-(2l+2)t-s]\varphi\,dt$; integrating the $z$ term by parts turns it into $[t(t+1)\varphi]'=[s+(2l+2)t]\varphi$, which cancels the rest. For large $z$ small $t$ dominates, $y\to\Gamma(s)z^{-s}$, so $\mathcal W=z^{l+1}e^{-z/2}y/\Gamma(s)\to z^\nu e^{-z/2}$ is the Whittaker function $W_{\nu,l+1/2}(z)$. Here and in the next section $\Gamma(\cdot)$ is the gamma function.

The behaviour at small $z$ follows from the Mellin transform. With $n=2l+1$, the $z$ integral gives $\Gamma(\sigma)t^{-\sigma}$ and the $t$ integral is a beta function:

$$\int_0^\infty z^{\sigma-1}y\,dz=\frac{\Gamma(\sigma)\,\Gamma(s-\sigma)\,\Gamma(\sigma-n)}{\Gamma(s-n)},\qquad n<\mathrm{Re}\,\sigma<s .$$

This needs $s>n$, but at fixed $z$ both $y/\Gamma(s)$ and its expansion are analytic in $s$, so the result continues to the values needed. Inverting and closing the contour to the left gives $y$ as the sum of residues of this function times $z^{-\sigma}$. At $\sigma=j=1,\dots,n$ the factor $\Gamma(\sigma-n)$ has residue $(-1)^{n-j}/(n-j)!$. At $\sigma=0$ the pole is double: $\Gamma(\sigma)\approx\sigma^{-1}(1-\gamma\sigma)$, $\Gamma(\sigma-n)\approx-(n!\,\sigma)^{-1}[1+\psi(n+1)\sigma]$ for odd $n$, $\Gamma(s-\sigma)\approx\Gamma(s)[1-\psi(s)\sigma]$ and $z^{-\sigma}\approx1-\sigma\ln z$, where $\psi(\cdot)$ is now the digamma function and $\gamma$ is Euler's constant. Collecting,

$$n!\,\Gamma(s-n)\,\mathcal W=z^{l+1}e^{-z/2}\Big[\ln z+\psi(s)+\gamma-\psi(n+1)+\sum_{j=1}^n\frac{n!\,(j-1)!\,(-1)^{n-j}\,\Gamma(s-j)}{(n-j)!\;\Gamma(s)}z^{-j}+O(z\ln z)\Big].$$

Multiply by $AN_l(\nu/2)^{l+1}$ and call the result $\mathcal S$. Use $\Gamma(s)/\Gamma(s-n)=\prod_{m=-l}^{l}(m-\nu)=-\nu\prod_p(\nu^2-p^2)=-\nu^{2l+1}A$. The $j=n$ term then gives $-N_l\,n!\,(2l)!\,2^{-2l-1}r^{-l}=d_0r^{-l}$, and the logarithm gives $AN_lr^{l+1}\ln2r$. The first shows that $\mathcal S-\pi g_0$ is regular, a multiple of $f_0$, and the second shows $\alpha=A$ for every $l$. The multiple is read from the term $r^{l+1}$ without logarithm. Using $\ln z=\ln2r-\ln\nu$ and the term $(-z/2)^j/j!$ of the exponential against $z^{-j}$, that coefficient is

$$AN_l\big[\psi(s)-\ln\nu+\gamma-\psi(2l+2)+T\big],\qquad T=-\sum_{j=1}^n\frac{n!\;\Gamma(s-j)}{j\,(n-j)!\,2^j\,\Gamma(s)} .$$

The reflection formula gives $\psi(s)=\psi(\nu-l)+\pi\cot\beta$ with $\beta=\pi(\nu-l)$. Define $h=\psi(\nu)+\frac1{2\nu}-\ln\nu$. For $l=0$, $T=-1/[2(s-1)]=1/2\nu$, so $\psi(\nu)+T-\ln\nu=h$. For $l=1$, $s=2-\nu$, and over the common denominator $(1-\nu)(-\nu)(-1-\nu)=-\nu^3A$,

$$AT=\frac6{\nu^3}\Big[\frac{\nu(\nu+1)}4-\frac{\nu+1}8+\frac1{24}\Big]=\frac3{2\nu}+\frac3{4\nu^2}-\frac1{2\nu^3}.$$

With $A=(\nu^2-1)/\nu^2$, also $A\psi(\nu-1)=A\psi(\nu)-\frac1\nu-\frac1{\nu^2}$ and $\frac A{2\nu}=\frac1{2\nu}-\frac1{2\nu^3}$, so $A[\psi(\nu-1)+T-\ln\nu]=Ah-\frac1{4\nu^2}=Ah+\frac e4$. Assign the polynomial part to $g_0$,

$$d_{2l+1}=N_l\{A[\gamma-\psi(2l+2)]+t_le\},\qquad t_0=0,\quad t_1=\tfrac14 ,$$

and, for $l=0$ and $l=1$, the two cases worked out here and the only ones used below, what remains is

$$\mathcal S=\pi g_0+A\,(h+\pi\cot\beta)\,f_0 .$$

Below threshold define $G=Ah/\pi$, $a^2=A$, $f=af_0$, $g=(g_0+Gf_0)/a$. The Wronskian stays $2/\pi$, and $\mathcal S=\pi a\,(g+f\cot\beta)$. The decaying solution is therefore $f\cos\beta+g\sin\beta$. Its size follows from $N_l\,n!=2^{l+1}$, $\Gamma(-l-\nu)\Gamma(l+\nu+1)=-\pi/\sin\beta$ and $A=\Gamma(\nu+l+1)/[\Gamma(\nu-l)\nu^{2l+1}]$:

$$f\cos\beta+g\sin\beta=-\Big[\frac{\nu}{\Gamma(\nu+l+1)\Gamma(\nu-l)}\Big]^{1/2}\mathcal W .$$

A real $a$ needs $A>0$, which holds for $\nu>l$; for lower energies only $(f_0,g_0)$ is used.

Above threshold $e=k^2$. Setting $\nu=i/k$ makes $z=-2ikr$ and $\mathcal W\propto e^{i(kr+k^{-1}\ln2kr)}$, an outgoing wave. With $y_k=1/k$, the reflection formula together with $\psi(1-x)=\psi(-x)-1/x$ at $x=iy_k$ gives $\mathrm{Im}\,\psi(iy_k)=\frac1{2y_k}+\frac\pi2\coth\pi y_k$. Also $\frac1{2\nu}=-\frac i{2y_k}$, $\ln\nu=-\ln k+\frac{i\pi}2$ and $\cot\beta=-i\coth\pi y_k$. The imaginary part of $h+\pi\cot\beta$ is $-\frac\pi2(1+\coth\pi y_k)=-\pi/(1-e^{-2\pi/k})$, and the real part is $\mathrm{Re}\,\psi(i/k)+\ln k$. Define, above threshold,

$$h=\mathrm{Re}\,\psi(i/k)+\ln k,\qquad G=\frac{Ah}\pi,\qquad a^2=\frac A{1-e^{-2\pi/k}},$$

with $f$ and $g$ as before. Then $\mathcal S=\pi a\,(g-if)$. Since this is outgoing, $g-if\to-Ce^{i\theta}$ with $\theta'\to k$, so $f\to C\sin\theta$ and $g\to-C\cos\theta$, and $W(f,g)=C^2k=2/\pi$ gives $C=\sqrt{2/\pi k}$, as for the free pair. Thus $(f,g)=\sqrt{2/\pi k}\,(F_l,-G_l)$ in terms of the usual Coulomb functions.

The Stirling series $\psi(\nu)\sim\ln\nu-\frac1{2\nu}-\frac1{12\nu^2}+\frac1{120\nu^4}-\frac1{252\nu^6}$ holds for real and for imaginary large $\nu$, and $1/\nu^2=-e$ in both cases, so $h\sim\frac e{12}+\frac{e^2}{120}+\frac{e^3}{252}$ on both sides of threshold. All derivatives of $a$ and $G$ therefore join at $e=0$. The pair is still not analytic there: $a^2/A$ equals 1 below threshold and differs from 1 above it by $e^{-2\pi/k}/(1-e^{-2\pi/k})$, all of whose derivatives with respect to $e$ vanish as $e\to0^+$.

This part has shown how one large diagonalization, followed by an $N\times N$ one at each energy, yields the eigenchannels at $r_0$, and has built the Coulomb pair that is entire in the energy together with the factors $a$ and $G$ that connect it to the standard pair. What remains is to match the two, establish the properties of $K$ and $S$, impose the conditions in closed channels, test the method on a two-channel model, and state where it fails.
